# Hydrogen-like ZORA states from Dirac states by coordinate scaling: verification in Python

```python
"""
Result under test: for V(r) = -Z/r, a bound Dirac state with energy E_D (rest
energy removed) and large component phi gives a ZORA eigenfunction
phi(r/lam), lam = 1 + E_D/(2 c^2), with energy E_Z = 2 c^2 E_D/(2 c^2 + E_D).

Symbols (atomic units): Z nuclear charge, c speed of light, kappa the
relativistic angular quantum number, gamma = sqrt(kappa^2 - (Z/c)^2),
P and Q the radial large and small components multiplied by r.
Radial form of sigma.p acting on the large component: P' + kappa P/r.
Both problems are diagonalized in Laguerre functions r^gamma exp(-zeta r) L_k.
The Dirac energy also stands in the denominator of its kinetic operator and
is found by iteration; in ZORA that energy is absent.
"""
import numpy as np
import sympy as sp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln

Z = 78
c = 1.0 / fine_structure
zeta = 60.0
n_basis = 40
hartree_keV = physical_constants["Hartree energy in eV"][0] / 1000.0

# Trapezoidal rule in ln r: spectrally accurate for these integrands.
step = 0.01
r = np.exp(np.arange(-40.0, np.log(6.0), step))
weight = r * step
coulomb = -Z / r


def basis(radius, kappa):
    """Laguerre functions and their radial derivatives."""
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    a = 2 * gamma
    x = 2 * zeta * radius
    values, slopes = [], []
    for k in range(n_basis):
        norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
        front = np.sqrt(2 * zeta) * norm * x**gamma * np.exp(-x / 2)
        lag = eval_genlaguerre(k, a, x)
        dlag = -eval_genlaguerre(k - 1, a + 1, x) if k > 0 else 0 * x
        values.append(front * lag)
        slopes.append(2 * zeta * front * ((gamma / x - 0.5) * lag + dlag))
    return np.array(values).T, np.array(slopes).T


grid_basis = {kappa: basis(r, kappa) for kappa in (-1, 1, -2)}


def diagonalize(kappa, denominator_energy, potential):
    """Levels of sigma.p c^2/(2c^2 + W - V) sigma.p + V for a given W."""
    P, dP = grid_basis[kappa]
    sp_P = dP + kappa * P / r[:, None]
    K = c**2 / (2 * c**2 + denominator_energy - potential)
    H = sp_P.T @ (sp_P * (K * weight)[:, None])
    H += P.T @ (P * (potential * weight)[:, None])
    S = P.T @ (P * weight[:, None])
    return eigh((H + H.T) / 2, (S + S.T) / 2)


def solve_dirac(kappa, level, potential):
    """Self-consistent energy of the exact large-component equation."""
    energy = 0.0
    for _ in range(40):
        previous = energy
        levels, vectors = diagonalize(kappa, previous, potential)
        energy = levels[level]
    assert abs(energy - previous) < 1e-6
    return energy, vectors[:, level]


def sommerfeld(n, kappa):
    """Closed-form Dirac-Coulomb energy without the rest energy."""
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    n_eff = n - abs(kappa) + gamma
    return c**2 * (1 / np.sqrt(1 + (Z / c / n_eff)**2) - 1)


def mapped(dirac_energy):
    return 2 * c**2 * dirac_energy / (2 * c**2 + dirac_energy)


def components(radius, kappa, vector, denominator_energy):
    """Radial P and Q of a Coulomb solution at the given radii."""
    P, dP = basis(radius, kappa)
    large = P @ vector
    sp_large = dP @ vector + kappa * large / radius
    return large, c * sp_large / (2 * c**2 + denominator_energy + Z / radius)


def integral(f):
    return np.sum(weight * f)


print(f"Nuclear charge Z = {Z}")
print(f"Speed of light c = {c:.6f} a.u.")
print(f"2c^2 = {2 * c**2:.4f} hartree")

states = [("1s1/2", 1, -1), ("2s1/2", 2, -1), ("2p1/2", 2, 1),
          ("2p3/2", 2, -2), ("3s1/2", 3, -1), ("4s1/2", 4, -1)]
data = {}
for name, n, kappa in states:
    level = n - 1 if kappa < 0 else n - 2
    if kappa == -2:
        level = n - 2
    E_D, v_D = solve_dirac(kappa, level, coulomb)
    levels, vectors = diagonalize(kappa, 0.0, coulomb)
    E_Z, v_Z = levels[level], vectors[:, level]
    lam = 1 + E_D / (2 * c**2)

    # Energies: numerical Dirac against closed form, ZORA against the map.
    assert abs(E_D - sommerfeld(n, kappa)) < 1e-5
    assert abs(E_Z - mapped(sommerfeld(n, kappa))) < 1e-5
    assert 0.5 < lam < 1 and E_Z < E_D

    # Both components of the ZORA solution against the scaled Dirac spinor.
    P_Z, Q_Z = components(r, kappa, v_Z, 0.0)
    P_D, Q_D = components(r, kappa, v_D, E_D)
    P_S, Q_S = components(r / lam, kappa, v_D, E_D)
    P_S, Q_S = P_S / np.sqrt(lam), Q_S / np.sqrt(lam)
    sign = np.sign(integral(P_Z * P_S))
    dev_P = np.max(abs(P_Z - sign * P_S)) / np.max(abs(P_Z))
    dev_Q = np.max(abs(Q_Z - sign * Q_S)) / np.max(abs(Q_Z))
    assert dev_P < 1e-6 and dev_Q < 1e-6
    unscaled = abs(integral(P_Z * P_D))
    assert unscaled < 1 - 1e-5

    # Norm ratio of small to large component and the scaled ZORA energy.
    ratio = integral(Q_Z**2) / integral(P_Z**2)
    scaled_energy = E_Z / (1 + ratio)
    large_weight = integral(P_D**2) / integral(P_D**2 + Q_D**2)
    assert abs(scaled_energy - E_D) < 1e-5
    assert abs(large_weight - lam) < 1e-8

    data[name] = dict(E_D=E_D, E_Z=E_Z, lam=lam, P_Z=P_Z, P_D=P_D, P_S=P_S)
    if n <= 2:
        print(f"{name}: Dirac energy = {E_D:.4f} hartree")
        print(f"{name}: scale factor lambda = {lam:.6f}")
        print(f"{name}: ZORA energy, from map = {mapped(E_D):.4f} hartree")
        print(f"{name}: ZORA energy, diagonalized = {E_Z:.4f} hartree")
        print(f"{name}: ZORA minus Dirac = {E_Z - E_D:.4f} hartree")
        print(f"{name}: norm ratio w = {ratio:.6f}")
        print(f"{name}: scaled ZORA energy = {scaled_energy:.4f} hartree")
        print(f"{name}: overlap, ZORA with unscaled Dirac = {unscaled:.6f}")

one, two = data["1s1/2"], data["2s1/2"]
print(f"1s1/2: Dirac energy = {one['E_D'] * hartree_keV:.4f} keV")
print(f"1s1/2: ZORA energy = {one['E_Z'] * hartree_keV:.4f} keV")

# Degeneracy survives; the 2p splitting is changed.
assert abs(two["E_Z"] - data["2p1/2"]["E_Z"]) < 1e-5
split_D = data["2p3/2"]["E_D"] - data["2p1/2"]["E_D"]
split_Z = data["2p3/2"]["E_Z"] - data["2p1/2"]["E_Z"]
print(f"2p splitting, Dirac = {split_D:.4f} hartree")
print(f"2p splitting, ZORA = {split_Z:.4f} hartree")

# Contraction of the 1s orbital (each large component normalized to one).
radius_D = integral(r * one["P_D"]**2) / integral(one["P_D"]**2)
radius_Z = integral(r * one["P_Z"]**2) / integral(one["P_Z"]**2)
assert abs(radius_Z / radius_D - one["lam"]) < 1e-8
print(f"1s mean radius, Dirac large component = {radius_D:.7f} bohr")
print(f"1s mean radius, ZORA = {radius_Z:.7f} bohr")

# Separate scalings turn non-orthogonal large components into orthogonal ones.
overlap_raw = abs(integral(one["P_D"] * two["P_D"]))
overlap_scaled = abs(integral(one["P_S"] * two["P_S"]))
assert overlap_raw > 1e-3 and overlap_scaled < 1e-7
print(f"1s-2s overlap, unscaled large components = {overlap_raw:.6f}")
print(f"1s-2s overlap below 1e-7 after scaling: {overlap_scaled < 1e-7}")

# Full spin operator in Cartesian coordinates on the closed-form 1s spinor.
x, y, z = sp.symbols("x y z", real=True)
dist = sp.sqrt(x**2 + y**2 + z**2)
gamma_1s = float(np.sqrt(1 - (Z / c)**2))
lam_1s = (1 + gamma_1s) / 2
kinetic_factor = c**2 / (2 * c**2 + Z / dist)


def sigma_p(spinor):
    up, down = spinor
    return (-sp.I * (sp.diff(up, z) + sp.diff(down, x)
                     - sp.I * sp.diff(down, y)),
            -sp.I * (sp.diff(up, x) + sp.I * sp.diff(up, y)
                     - sp.diff(down, z)))


orbital = dist**(gamma_1s - 1) * sp.exp(-Z * dist / lam_1s)
inner = sigma_p((orbital, sp.Integer(0)))
outer = sigma_p(tuple(kinetic_factor * part for part in inner))
local = sp.lambdify((x, y, z), (outer[0] / orbital - Z / dist,
                                outer[1] / orbital), "numpy")
for point in ((0.004, -0.007, 0.005), (0.02, 0.011, -0.015)):
    up_value, down_value = local(*point)
    assert abs(up_value - mapped(sommerfeld(1, -1))) < 1e-5
    assert abs(down_value) < 1e-5
print(f"1s exponent gamma = {gamma_1s:.6f}")
print(f"1s decay constant Z/lambda = {Z / lam_1s:.4f} 1/bohr")

# A screened nucleus is not homogeneous of degree -1: the map must fail.
screening = 8.0
yukawa = coulomb * np.exp(-screening * r)
E_D_screened, _ = solve_dirac(-1, 0, yukawa)
E_Z_screened = diagonalize(-1, 0.0, yukawa)[0][0]
mismatch = E_Z_screened - mapped(E_D_screened)
assert abs(mismatch) > 1.0
print(f"Screening constant = {screening:.1f} 1/bohr")
print(f"Screened 1s, Dirac = {E_D_screened:.4f} hartree")
print(f"Screened 1s, ZORA = {E_Z_screened:.4f} hartree")
print(f"Screened 1s, Coulomb map = {mapped(E_D_screened):.4f} hartree")
print(f"Screened 1s, ZORA minus map = {mismatch:.4f} hartree")

print("PASS")
```

Running it gives:

```
Nuclear charge Z = 78
Speed of light c = 137.035999 a.u.
2c^2 = 37557.7301 hartree
1s1/2: Dirac energy = -3338.8146 hartree
1s1/2: scale factor lambda = 0.911102
1s1/2: ZORA energy, from map = -3664.5901 hartree
1s1/2: ZORA energy, diagonalized = -3664.5901 hartree
1s1/2: ZORA minus Dirac = -325.7755 hartree
1s1/2: norm ratio w = 0.097572
1s1/2: scaled ZORA energy = -3338.8146 hartree
1s1/2: overlap, ZORA with unscaled Dirac = 0.997140
2s1/2: Dirac energy = -854.1280 hartree
2s1/2: scale factor lambda = 0.977258
2s1/2: ZORA energy, from map = -874.0044 hartree
2s1/2: ZORA energy, diagonalized = -874.0044 hartree
2s1/2: ZORA minus Dirac = -19.8764 hartree
2s1/2: norm ratio w = 0.023271
2s1/2: scaled ZORA energy = -854.1280 hartree
2s1/2: overlap, ZORA with unscaled Dirac = 0.999458
2p1/2: Dirac energy = -854.1280 hartree
2p1/2: scale factor lambda = 0.977258
2p1/2: ZORA energy, from map = -874.0044 hartree
2p1/2: ZORA energy, diagonalized = -874.0044 hartree
2p1/2: ZORA minus Dirac = -19.8764 hartree
2p1/2: norm ratio w = 0.023271
2p1/2: scaled ZORA energy = -854.1280 hartree
2p1/2: overlap, ZORA with unscaled Dirac = 0.999710
2p3/2: Dirac energy = -776.5563 hartree
2p3/2: scale factor lambda = 0.979324
2p3/2: ZORA energy, from map = -792.9517 hartree
2p3/2: ZORA energy, diagonalized = -792.9517 hartree
2p3/2: ZORA minus Dirac = -16.3953 hartree
2p3/2: norm ratio w = 0.021113
2p3/2: scaled ZORA energy = -776.5563 hartree
2p3/2: overlap, ZORA with unscaled Dirac = 0.999736
1s1/2: Dirac energy = -90.8538 keV
1s1/2: ZORA energy = -99.7186 keV
2p splitting, Dirac = 77.5717 hartree
2p splitting, ZORA = 81.0527 hartree
1s mean radius, Dirac large component = 0.0169513 bohr
1s mean radius, ZORA = 0.0154444 bohr
1s-2s overlap, unscaled large components = 0.038748
1s-2s overlap below 1e-7 after scaling: True
1s exponent gamma = 0.822204
1s decay constant Z/lambda = 85.6106 1/bohr
Screening constant = 8.0 1/bohr
Screened 1s, Dirac = -2754.7952 hartree
Screened 1s, ZORA = -3020.4779 hartree
Screened 1s, Coulomb map = -2972.8485 hartree
Screened 1s, ZORA minus map = -47.6294 hartree
PASS
```
